# Band bending of a silicon Schottky contact at an assumed breakdown field: a numerical check

```python
"""Peak field and band bending of a planar n-type silicon Schottky contact.

Result under test: V = eps*F**2/(2*q*N), with W = eps*F/(q*N).
V: total band bending (V), F: peak field magnitude (V/m),
N: donor density (m^-3), W: depletion width (m), eps: permittivity (F/m).
The program also sizes carrier tails, avalanche, edge crowding and leakage.
Internal units are SI, with energies divided by q and expressed in volts.
"""
import numpy as np
from scipy.constants import e as q, epsilon_0, hbar, k, m_e, pi
from scipy.integrate import cumulative_trapezoid, quad, solve_ivp, trapezoid
from scipy.optimize import brentq, minimize_scalar

# Inputs; material parameters are rough typical silicon values.
temperature = 300.0
relative_permittivity = 11.7
eps = relative_permittivity * epsilon_0
donors = 1e16 * 1e6
peak_field = 4e5 * 100
barrier = 0.7
gap = 1.12
conduction_density = 2.8e19 * 1e6
valence_density = 2.6e19 * 1e6
tunnel_mass_ratio = 0.19
richardson = 110.0               # A/(cm^2 K^2)
saturation_velocity = 1e7        # cm/s
edge_radius = 1e-6
electron_a, electron_b = 7.03e5 * 100, 1.231e6 * 100
hole_a, hole_b = 1.582e6 * 100, 2.036e6 * 100
thermal_voltage = k * temperature / q


def depletion_width(field, density):
    return eps * field / (q * density)


def band_bending(field, density):
    return eps * field**2 / (2 * q * density)


width = depletion_width(peak_field, donors)
bending = band_bending(peak_field, donors)


# Nonlinear Poisson equation, integrated from the neutral bulk to the metal.
def poisson_solution(field, density):
    """Return total bending and bending at half the depletion width."""
    debye = np.sqrt(eps * thermal_voltage / (q * density))
    target = field * debye / thermal_voltage

    def equation(x, y):
        return [y[1], -np.expm1(-y[0])]

    def reached(x, y):
        return y[1] - target

    reached.terminal = True
    reached.direction = 1
    start = 1e-4
    solution = solve_ivp(equation, (0, target + 60),
                         [start, start * np.sqrt(1 - start / 3)],
                         method="DOP853", events=reached, dense_output=True,
                         rtol=1e-11, atol=1e-12)
    assert len(solution.t_events[0]) == 1
    end = solution.t_events[0][0]
    total = solution.y_events[0][0][0] * thermal_voltage
    half_distance = depletion_width(field, density) / (2 * debye)
    middle = solution.sol(end - half_distance)[0] * thermal_voltage
    return total, middle


for test_field, test_density in [(peak_field, donors),
                                 (peak_field / 2, donors),
                                 (peak_field, 3 * donors)]:
    total, middle = poisson_solution(test_field, test_density)
    expected = band_bending(test_field, test_density)
    assert abs(total - expected - thermal_voltage) < 1e-3 * thermal_voltage
    assert abs(middle - expected / 4 - thermal_voltage) < 1e-3 * thermal_voltage
full_bending = poisson_solution(peak_field, donors)[0]

built_in = barrier - thermal_voltage * np.log(conduction_density / donors)
reverse_bias = bending - built_in


# Impact ionization in the linearly falling field.
def ionization_rates(field):
    safe_field = np.maximum(field, 1e3)
    return (electron_a * np.exp(-electron_b / safe_field),
            hole_a * np.exp(-hole_b / safe_field))


def ionization_integral(field):
    depth = np.linspace(0, depletion_width(field, donors), 8001)
    electron_rate, hole_rate = ionization_rates(field * (1 - depth / depth[-1]))
    difference = cumulative_trapezoid(electron_rate - hole_rate, depth, initial=0)
    return trapezoid(electron_rate * np.exp(-difference), depth)


def current_growth(scaled_depth, electron_share):
    electron_rate, hole_rate = ionization_rates(peak_field * (1 - scaled_depth))
    return width * (electron_rate * electron_share
                    + hole_rate * (1 - electron_share))


avalanche = ionization_integral(peak_field)
continuity = solve_ivp(current_growth, (1, 0), [1.0], rtol=1e-9, atol=1e-11,
                       max_step=0.02)
assert continuity.success
assert abs(continuity.y[0, -1] - (1 - avalanche)) < 1e-5
critical_field = brentq(lambda field: ionization_integral(field) - 1, 2e7, 7e7)
critical_bending = band_bending(critical_field, donors)

# Cylindrical edge at the same peak field.
outer_radius = np.sqrt(edge_radius**2 + 2 * width * edge_radius)
edge_bending = q * donors / (2 * eps) * (
    outer_radius**2 * np.log(outer_radius / edge_radius)
    - (outer_radius**2 - edge_radius**2) / 2)


def radial_poisson(radius_um, state):
    # state: field magnitude in V/um and accumulated bending in V
    source = q * donors / eps * 1e-12
    return [-source - state[0] / radius_um, -state[0]]


radial = solve_ivp(radial_poisson, (outer_radius * 1e6, edge_radius * 1e6),
                   [0.0, 0.0], rtol=1e-10, atol=1e-11)
assert radial.success
assert abs(radial.y[0, -1] / (peak_field * 1e-6) - 1) < 1e-6
assert abs(radial.y[1, -1] / edge_bending - 1) < 1e-6

# Image-force lowering, tested by locating the barrier maximum.
image_strength = q / (16 * pi * eps)
lowering = np.sqrt(q * peak_field / (4 * pi * eps))
barrier_top = minimize_scalar(
    lambda nm: peak_field * nm * 1e-9 + image_strength / (nm * 1e-9),
    bounds=(0.05, 20), method="bounded", options={"xatol": 1e-9})
assert abs(barrier_top.fun / lowering - 1) < 1e-7

# WKB tunnelling at an energy 'depth' below the unlowered barrier.
nodes, weights = np.polynomial.legendre.leggauss(80)
angles = nodes * pi / 2
angle_weights = weights * pi / 2
wkb_scale = 2 * np.sqrt(2 * tunnel_mass_ratio * m_e * q) / hbar


def tunnel_exponent(depth, image):
    centre = depth / (2 * peak_field)
    root = np.sqrt(max(depth**2 - 4 * peak_field * image, 0))
    half = root / (2 * peak_field)
    x = centre + half * np.sin(angles)
    height = np.maximum(depth - peak_field * x - image / x, 0)
    return wkb_scale * np.sum(angle_weights * half * np.cos(angles)
                              * np.sqrt(height))


triangle = 2 * wkb_scale * 0.3**1.5 / (3 * peak_field)
assert abs(tunnel_exponent(0.3, 0.0) / triangle - 1) < 1e-7
turning_root = np.sqrt(0.3**2 - 4 * peak_field * image_strength)
inner_nm = (0.3 - turning_root) / (2 * peak_field) * 1e9
outer_nm = (0.3 + turning_root) / (2 * peak_field) * 1e9
direct_action = quad(
    lambda nm: np.sqrt(max(0.3 - peak_field * nm * 1e-9
                           - image_strength / (nm * 1e-9), 0)),
    inner_nm, outer_nm, epsabs=1e-9, epsrel=1e-9, limit=200)[0]
assert abs(wkb_scale * direct_action * 1e-9
           / tunnel_exponent(0.3, image_strength) - 1) < 1e-5

depths = np.linspace(lowering, barrier, 3001)
exponents = np.array([tunnel_exponent(d, image_strength) for d in depths])
image_factor = np.exp(lowering / thermal_voltage)
leakage_factor = image_factor + trapezoid(
    np.exp(depths / thermal_voltage - exponents), depths) / thermal_voltage
thermionic = richardson * temperature**2 * np.exp(-barrier / thermal_voltage)
leakage = thermionic * leakage_factor
transit_density = leakage / (q * saturation_velocity)
donors_cm = donors * 1e-6
assert transit_density < 1e-3 * donors_cm
multiplication_limit = 0.01 * donors_cm / transit_density
surface_holes = valence_density * 1e-6 * np.exp(-(gap - barrier) / thermal_voltage)
assert surface_holes < 1e-2 * donors_cm

print(f"Temperature: {temperature:.0f} K")
print(f"Relative permittivity: {relative_permittivity:.1f}")
print(f"Permittivity: {eps / 100:.4e} F/cm")
print(f"Elementary charge: {q:.4e} C")
print(f"Donor density: {donors_cm:.1e} cm^-3")
print(f"Assumed peak field: {peak_field / 100:.2e} V/cm")
print(f"Depletion width: {width * 1e6:.3f} um")
print(f"Total band bending, depletion formula: {bending:.2f} V")
print(f"Total band bending, with electron tail: {full_bending:.2f} V")
print(f"Thermal voltage: {thermal_voltage:.4f} V")
print(f"Bending for field 10% lower: {band_bending(0.9 * peak_field, donors):.1f} V")
print(f"Bending for field 10% higher: {band_bending(1.1 * peak_field, donors):.1f} V")
print(f"Barrier height (rough): {barrier:.2f} eV")
print(f"Conduction-band density (rough): {conduction_density * 1e-6:.1e} cm^-3")
print(f"Built-in bending: {built_in:.2f} V")
print(f"Reverse bias at assumed field: {reverse_bias:.1f} V")
print(f"Electron ionization a (rough): {electron_a / 100:.3e} cm^-1")
print(f"Electron ionization b (rough): {electron_b / 100:.3e} V/cm")
print(f"Hole ionization a (rough): {hole_a / 100:.3e} cm^-1")
print(f"Hole ionization b (rough): {hole_b / 100:.3e} V/cm")
print(f"Ionization integral at assumed field: {avalanche:.3f}")
print(f"Field where ionization integral is one: {critical_field / 100:.2e} V/cm")
print(f"Bending where ionization integral is one: {critical_bending:.1f} V")
print(f"Cylindrical edge radius: {edge_radius * 1e6:.1f} um")
print(f"Outer depletion radius at edge: {outer_radius * 1e6:.2f} um")
print(f"Bending at edge for same peak field: {edge_bending:.1f} V")
print(f"Edge-to-planar bending ratio: {edge_bending / bending:.2f}")
print(f"Image-force barrier lowering: {lowering:.3f} eV")
print(f"Distance of barrier top from metal: {barrier_top.x:.2f} nm")
print(f"Tunnelling mass (rough): {tunnel_mass_ratio:.2f} electron masses")
print(f"Richardson constant (rough): {richardson:.0f} A/(cm^2 K^2)")
print(f"Saturation velocity (rough): {saturation_velocity:.1e} cm/s")
print(f"Thermionic current, unlowered barrier: {thermionic:.1e} A/cm^2")
print(f"Current factor from image lowering alone: {image_factor:.0f}")
print(f"Current factor with lowering and tunnelling: {leakage_factor:.1e}")
print(f"Estimated leakage before avalanche: {leakage:.1e} A/cm^2")
print(f"Transit electron density: {transit_density:.1e} cm^-3")
print(f"Multiplication for 1% transit charge: {multiplication_limit:.1e}")
print(f"Band gap (rough): {gap:.2f} eV")
print(f"Valence-band density (rough): {valence_density * 1e-6:.1e} cm^-3")
print(f"Hole density at metal: {surface_holes:.1e} cm^-3")
print(f"Donor/conduction-band density ratio: {donors / conduction_density:.1e}")
print("ALL CHECKS PASSED")
```

It prints:

```
Temperature: 300 K
Relative permittivity: 11.7
Permittivity: 1.0359e-12 F/cm
Elementary charge: 1.6022e-19 C
Donor density: 1.0e+16 cm^-3
Assumed peak field: 4.00e+05 V/cm
Depletion width: 2.586 um
Total band bending, depletion formula: 51.73 V
Total band bending, with electron tail: 51.75 V
Thermal voltage: 0.0259 V
Bending for field 10% lower: 41.9 V
Bending for field 10% higher: 62.6 V
Barrier height (rough): 0.70 eV
Conduction-band density (rough): 2.8e+19 cm^-3
Built-in bending: 0.49 V
Reverse bias at assumed field: 51.2 V
Electron ionization a (rough): 7.030e+05 cm^-1
Electron ionization b (rough): 1.231e+06 V/cm
Hole ionization a (rough): 1.582e+06 cm^-1
Hole ionization b (rough): 2.036e+06 V/cm
Ionization integral at assumed field: 0.980
Field where ionization integral is one: 4.03e+05 V/cm
Bending where ionization integral is one: 52.5 V
Cylindrical edge radius: 1.0 um
Outer depletion radius at edge: 2.48 um
Bending at edge for same peak field: 23.4 V
Edge-to-planar bending ratio: 0.45
Image-force barrier lowering: 0.070 eV
Distance of barrier top from metal: 0.88 nm
Tunnelling mass (rough): 0.19 electron masses
Richardson constant (rough): 110 A/(cm^2 K^2)
Saturation velocity (rough): 1.0e+07 cm/s
Thermionic current, unlowered barrier: 1.7e-05 A/cm^2
Current factor from image lowering alone: 15
Current factor with lowering and tunnelling: 1.1e+02
Estimated leakage before avalanche: 1.8e-03 A/cm^2
Transit electron density: 1.2e+09 cm^-3
Multiplication for 1% transit charge: 8.7e+04
Band gap (rough): 1.12 eV
Valence-band density (rough): 2.6e+19 cm^-3
Hole density at metal: 2.3e+12 cm^-3
Donor/conduction-band density ratio: 3.6e-04
ALL CHECKS PASSED
```
